# Placing a semilocal defect level in a hybrid band gap

## Problem

A semilocal density-functional calculation of a defect in a wide-gap semiconductor gives a localized (+/0) charge transition level 1.1 eV above the valence edge. The semilocal gap is 1.8 eV. A hybrid functional, applied to the perfect crystal at the same geometry, gives a gap of 3.4 eV and lowers the valence edge by 0.9 eV when both edges are measured from the same electrostatic reference. No hybrid calculation of the defect is available.

Where does the level lie in the hybrid gap, measured from each band edge? What must be assumed? By what factor does the answer change the expected hole emission at 450 K?

## A tempting solution

The defect calculation reported one number, 1.1 eV above the valence edge. The hybrid calculation has corrected the bands, so one draws the hybrid gap and marks the level 1.1 eV above its lower edge. The distance to the conduction edge is then

$$3.4\ \text{eV}-1.1\ \text{eV}=2.3\ \text{eV}.$$

The 0.9 eV has not been used. It seems to concern the bulk crystal alone, and the height above the valence edge seems to be a property of the defect.

## Where the fault lies

A height above the valence edge is a difference between two energies, and the hybrid functional has moved one of them. Keeping the difference at 1.1 eV means that the level has moved down by 0.9 eV together with the edge. Nothing in the problem says so. This is an assumption about the defect: it holds for a level that follows the valence edge, and a compact state need not do so.

To see what has been assumed, level and edge must be written separately on a scale that the change of functional does not redefine.

## The level as a difference of total energies

Let $E_D(q)$ be the total energy of a supercell containing the defect in charge state $q$, in units of the elementary charge $e$. Let $E_{\rm bulk}$ be the energy of the perfect supercell, $n_i$ the number of atoms of species $i$ added, and $\mu_i$ their chemical potentials. The Fermi energy $E_F$ is counted from the valence edge $E_V$. The formation energy is

$$E_f(q)=E_D(q)-E_{\rm bulk}-\sum_i n_i\mu_i+q\,(E_V+E_F+\Delta V)+E_{\rm corr}(q).$$

The fourth term is the energy of the $q$ electrons handed to the Fermi reservoir. The last removes the spurious interaction of a charged cell with its periodic images, and $E_{\rm corr}(0)=0$.

The term $\Delta V$ is needed because a periodic calculation fixes the electrostatic potential only up to a constant. Let $\phi_B$ be the average electrostatic potential energy of an electron in the bulk cell, and $\phi_D$ the same quantity in the defect cell, in a region far from the defect, with the long-range tail of the defect charge removed. Both charge states are taken to share this zero. Then

$$\Delta V=\phi_D-\phi_B .$$

The transition level is the Fermi energy at which the two charge states cost the same. In $E_f(0)=E_f(+)$ the bulk energy and the chemical potentials appear on both sides and cancel:

$$E_D(0)=E_D(+)+E_V+E_F+\Delta V+E_{\rm corr}(+).$$

Call the solution $x$:

$$x=E_D(0)-E_D(+)-E_{\rm corr}(+)-E_V-\Delta V .$$

Inserting $\Delta V$ and grouping each energy with the potential of its own cell gives

$$x=\underbrace{\big[E_D(0)-E_D(+)-E_{\rm corr}(+)-\phi_D\big]}_{D}-\underbrace{\big[E_V-\phi_B\big]}_{V}.$$

Here $D$ is the level and $V$ the edge, each on the electrostatic reference. A constant added to the potential of the defect cell changes $E_D(0)-E_D(+)$ by that constant, since the two states differ by one electron, and $\phi_D$ changes equally. Thus $D$ is unaffected, and likewise $V$.

## The right solution

Write $x=D-V$ for each functional and subtract:

$$x_{\rm hyb}-x_{\rm sl}=(D_{\rm hyb}-D_{\rm sl})-(V_{\rm hyb}-V_{\rm sl})\equiv d_D-d_V,$$

so that

$$x_{\rm hyb}=x_{\rm sl}+d_D-d_V .$$

This is an identity once both functionals share the reference. The edge moves down, so $d_V=-0.9$ eV. The missing datum is $d_D$. For a compact defect state we take as a working assumption that the total-energy level stays in place, $d_D=0$. Then

$$x_{\rm hyb}=1.1\ \text{eV}+0-(-0.9\ \text{eV})=2.0\ \text{eV}.$$

The level has not risen; the edge has dropped away beneath it.

The conduction edge gives a check of the bookkeeping. The gap grows by $3.4-1.8=1.6$ eV, of which 0.9 eV comes from below, so the conduction edge rises by 0.7 eV. The level was $1.8-1.1=0.7$ eV below that edge and is now $0.7+0.7=1.4$ eV below it. Directly, $3.4-2.0=1.4$ eV.

The identity also shows what other answers would imply. The tempting 1.1 eV requires $d_D=d_V=-0.9$ eV. Subtracting the shift, to get $1.1-0.9=0.2$ eV, requires $d_D=0.2-1.1-0.9=-1.8$ eV: the level would have to fall twice as far as the edge.

## Why an edge and a compact level respond differently

The edge $E_V$ is a Kohn–Sham eigenvalue, while $D$ comes from total energies. They may be compared because, for an extended state, the eigenvalue and the removal energy coincide in a large crystal.

Let the highest orbital have occupation $f$ between 0 and 1, with all orbitals relaxed at each $f$. The energy is stationary with respect to the orbitals, so its derivative comes from the explicit occupation alone, $dE/df=\varepsilon(f)$. Hence

$$E(N)-E(N-1)=\int_0^1\varepsilon(f)\,df .$$

If the orbital spreads over $L$ cells, emptying it changes the density in each cell by order $1/L$. With a local interaction the potential changes by order $1/L$ too, and so does the eigenvalue. To leading order $\varepsilon(f)=\varepsilon(1)-(1-f)\,\kappa/L$, with $\kappa$ independent of $L$, and the integral gives

$$\varepsilon(1)-\big[E(N)-E(N-1)\big]=\frac{\kappa}{L}\int_0^1(1-f)\,df=\frac{\kappa}{2L}.$$

This was tested on a self-consistent ring of spinless electrons with two sites per cell, site energies $\mp1$, hopping of magnitude 1, interaction energy $\tfrac U2\sum_i n_i^2$ with $U=2$, and one electron per cell. For 20, 40 and 80 cells the difference is 0.04156, 0.02076 and 0.01038 in units of the hopping. It halves at each doubling, as $1/L$ requires.

For an electron confined to one site with the same interaction, the eigenvalue contains $U n=U$ at $n=1$, while the removal energy contains $\tfrac U2(1^2-0^2)=\tfrac U2$. The difference $U/2$ does not shrink with the size of the crystal. With a functional that leaves such self-repulsion, the eigenvalue and the total-energy level of a compact state therefore differ, and a change of functional can move them differently. The rule $d_D=0$ is a statement about the second.

## How good is a zero level shift?

A free gold atom offers a compact state in which both quantities can be computed. The vacuum is the common reference, and the removal energy is $E(\text{Au}^+)-E(\text{Au})$. The calculation uses a scalar effective core potential and the def2-TZVP basis, without explicit spin–orbit coupling. The last digit in the table is not converged: the larger def2-QZVP basis moves the entries by less than 0.01 eV, and cc-pVTZ-PP with its own core potential moves the eigenvalues by up to 0.03 eV and the two shifts by about 0.01 eV.

| Quantity (eV) | PBE | PBE0 | Shift |
|---|---|---|---|
| Total-energy level | −9.53 | −9.21 | +0.31 |
| Highest occupied eigenvalue | −6.01 | −6.69 | −0.68 |

The total-energy level is minus the removal energy. It moves by less than half as much as the eigenvalue, and in the opposite direction. The direction can be read as follows. In PBE the eigenvalue lies about 3.5 eV above the total-energy level; in PBE0 the distance is about 2.5 eV. In gold, exact exchange reduces the mismatch by moving both quantities towards each other, and the eigenvalue takes the larger part. The opposite direction is not a rule: in the hydrogen atom the total-energy level falls slightly, by 0.04 eV, together with the eigenvalue.

The atom does not, however, support a shift of zero. If a defect level moved as the gold level does, the answer would be $2.0+0.31=2.31$ eV. That is not a prediction for any defect, since in a crystal the surroundings screen the charge and the atoms relax. Nor is gold typical of all atoms: in the same basis family the total-energy levels of Li, N, Na and Mg move by only 0.02 to 0.07 eV, while their eigenvalues fall by 0.55 to 1.9 eV. Gold shows that $d_D$ can reach a few tenths of an electronvolt, so even the first decimal of 2.0 eV should be treated as uncertain.

It also shows the cost of using the wrong quantity. A defect eigenvalue that fell by 0.68 eV would end at $1.1-0.68+0.9=1.32$ eV, although the transition level might hardly have moved. If the 1.1 eV in the problem were an eigenvalue, the rule could not be applied to it.

## From a compact level to a host-like one

The tempting solution has a regime of its own, which a simple model makes visible. Take a band of host orbitals and one defect orbital coupled to one of them, without interaction between electrons. The sole effect of the hybrid functional is to shift all host orbitals by $s$, which runs from 0 to $d_V$:

$$H(s)=H_0+s\,P_{\rm host},$$

where $P_{\rm host}$ projects on the host orbitals. The bulk edge moves by the full $d_V$. The bound level $\lambda(s)$ above the band has a normalized state $|\psi\rangle$, and because the norm is fixed, the derivative of the eigenvalue is the expectation value of the derivative of $H$:

$$\frac{d\lambda}{ds}=\langle\psi|P_{\rm host}|\psi\rangle=w(s),$$

the weight of the state on the host. Without interaction, $E_D(0)-E_D(+)=\lambda$. Integrating,

$$d_D=\int_0^{d_V}w(s)\,ds=d_V\langle w\rangle ,$$

with $\langle w\rangle$ the average over the shift. The general identity becomes

$$x_{\rm hyb}=x_{\rm sl}+d_V\langle w\rangle-d_V=x_{\rm sl}-d_V\,(1-\langle w\rangle).$$

For $\langle w\rangle\to0$ this is the answer 2.0 eV. For $\langle w\rangle\to1$, a state built wholly from the shifted host orbitals, it is 1.1 eV, and the tempting solution is right.

The formula was tested against total energies of a 200-site host ring with hopping 1 eV. The defect orbital was readjusted for each coupling so that the semilocal level stayed at 1.1 eV.

| Coupling (eV) | $\langle w\rangle$ | $x_{\rm hyb}$ (eV) | Without $\Delta V$ (eV) |
|---|---|---|---|
| 0.2 | 0.006 | 1.995 | 2.295 |
| 0.6 | 0.052 | 1.954 | 2.254 |
| 1.2 | 0.186 | 1.832 | 2.132 |

In the last row, $1.1+0.9\,(1-0.186)=1.83$ eV. The last column shows what happens if alignment is forgotten. The potential zeros were set to 0.4 eV in the bulk cell and 0.7 eV in the defect cell, and every height is then wrong by their difference, 0.3 eV.

The weight $w$ must not be read as the weight on host atoms in a real crystal. A vacancy state sits on host atoms and can still be compact. Nor is $w$ a measure of spatial extent: with the level held at 1.1 eV, the amplitude on the ring falls by a factor of about 2.7 per site whatever the coupling. The model also has no conduction band, so its range from 1.1 to 2.0 eV is not a bound. Admixture of conduction states, which rise by 0.7 eV, pushes the level up, and a level that followed the conduction edge fully would end at $3.4-0.7=2.7$ eV. What matters for the height is how far the level follows either edge, and in a real crystal that has to be calculated.

## What the shift means for emission

In equilibrium, hole capture and hole emission balance. For a nondegenerate valence band the emission rate is then, apart from a factor for the level degeneracy, the capture coefficient times the hole density that would exist with the Fermi level at the trap:

$$e_p\propto N_V\,e^{-x/kT},$$

where $N_V$ is the effective density of states and $k$ the Boltzmann constant. Hold the capture coefficient, the level degeneracy and $N_V$ fixed while $x$ changes from 1.1 to 2.0 eV. At 450 K, $kT=0.03878$ eV, and

$$\frac{e_p(1.1\ \text{eV})}{e_p(2.0\ \text{eV})}=\exp\!\left(\frac{0.9}{0.03878}\right)=1.2\times10^{10}.$$

Numerical integration with Fermi–Dirac occupation for a parabolic band gives the same ratio to one part in a million, so degeneracy plays no part at these depths.

The faster emission step changes as well. With the tempting placement, the thermal exponents are $1.1/0.03878=28.4$ for holes and $2.3/0.03878=59.3$ for electrons. With the right one they are $2.0/0.03878=51.6$ and $1.4/0.03878=36.1$. A hole can be emitted only from the positive state and an electron only from the neutral one, so without capture the two steps alternate. At comparable prefactors, hole emission is the faster step in the first case, and the trap spends most of its time neutral. In the second case electron emission is the faster step, and the trap is mostly positive. Capture depends also on the carrier densities, and so on the doping.

## The numbers beside a real device

The gaps, the temperature and the field used below are round values in the rough range of gallium nitride power devices; the level is not that of a particular defect. The assumption $d_D=0$ may fail by a few tenths of an electronvolt, if gold is a guide to the size. The other neglected effects can be sized as follows.

**Periodic images.** For a cubic cell of edge $a$ and relative permittivity $\epsilon_r$, the leading correction for one elementary charge is

$$E_{\rm corr}(+)=\frac{\alpha e^2}{8\pi\epsilon_0\epsilon_r a},\qquad \alpha=2.8373 .$$

With $a=1.3$ nm it is 0.157 eV for $\epsilon_r=10$ and 0.175 eV for $\epsilon_r=9$. It enters $x$ with a minus sign, so an uncorrected level lies too high by about that much. These static permittivities suit relaxed atoms; with the atoms held fixed, the smaller electronic permittivity applies and the correction is larger. If both functionals were treated in the same cell without correction, the error would nearly cancel in the shift, leaving about 0.02 eV should their permittivities differ as above. It would remain in the height itself.

**Geometry.** If each functional used its own lattice constant, the edges would move for a further reason. A linear mismatch of 1 % and a rough gap deformation potential of −8 eV change the gap by $8\,(1.01^3-1)=0.24$ eV in magnitude. How this divides between the edges is not determined here, which is why the problem fixes the geometry.

**Temperature.** The calculated levels refer to a static lattice. The Varshni form with rough parameters 0.9 meV/K and 800 K narrows the gap between 0 and 450 K by

$$\frac{0.9\times10^{-3}\times450^2}{450+800}\ \text{eV}=0.15\ \text{eV}.$$

This too is a change of the gap, not a calculated movement of the valence edge. It leaves out the effect of zero-point motion, which is already present at 0 K, is also missing from a static lattice, and can be of similar size.

**Electric field.** A field changes emission without redefining the zero-field level. After a (+/0) donor emits an electron, the centre attracts it. With force $eF$ and $C=e^2/(4\pi\epsilon_0\epsilon_r)$, the potential energy along the escape direction is $-C/r-eFr$. Its derivative $C/r^2-eF$ vanishes at $r=\sqrt{C/(eF)}$, where the energy is $-2\sqrt{C\,eF}$. At 1 MV/cm and $\epsilon_r=9$ the barrier in this direction is lowered by 0.25 eV, from 1.4 to about 1.15 eV; in other directions it is lowered less or not at all. This uses the static permittivity. A thermal electron with 0.2 electron masses covers the 1.3 nm to the top of the barrier in a few femtoseconds, much less than the period of a lattice vibration. The lattice can then hardly follow, and the electronic permittivity is the more suitable one; at 5.4, roughly that of gallium nitride, the lowering is 0.33 eV.

The electron can also tunnel. For a triangular barrier of height $B=1.4$ eV, ignoring the Coulomb attraction, the path length is $B/(eF)=14$ nm and the semiclassical exponent is

$$\frac{2}{\hbar}\int_0^{B/eF}\!\sqrt{2m(B-eFz)}\,dz=\frac{4\sqrt{2m}\,B^{3/2}}{3\hbar eF}=50.6$$

for $m=0.2$ electron masses. This exceeds the zero-field thermal exponent 36.1, so at comparable prefactors direct tunnelling is the weaker path at this field and temperature. The order reverses at higher fields: the exponent scales as $1/F$, and at 3 MV/cm, near the breakdown field of gallium nitride, it is 16.9, below even the field-lowered thermal exponent of 21.5 for $\epsilon_r=5.4$. Tunnelling assisted by lattice vibrations is not included.

## Answer

On the common reference, and provided that the total-energy level does not move, the level lies **2.0 eV above the hybrid valence edge** and 1.4 eV below the conduction edge. Compared with a level left at 1.1 eV, hole emission at 450 K is slower by a factor of about $10^{10}$ at equal prefactors. This is the Boltzmann part alone: the prefactor contains the capture coefficient, which can itself change by orders of magnitude with the depth of the level. The Boltzmann part is also sensitive to the assumption about the level: a level shift of 0.3 eV would change it by $\exp(0.3/0.03878)\approx2\times10^3$. A hybrid calculation of both charge states of the defect would supply $d_D$ and replace the assumption. The main computed values are collected in the numerical output below.

## Calculated quantities

```
semilocal level above valence edge: 1.1 eV
hybrid shift of valence edge: -0.9 eV
hybrid level above valence edge: 2.0 eV
semilocal gap, hybrid gap: 1.8, 3.4 eV
hybrid depth below conduction edge: 1.4 eV
model potential zeros, bulk and defect: 0.4, 0.7 eV
coupling 0.2 eV: mean host weight 0.0059, height 1.995 eV, unaligned 2.295 eV
coupling 0.6 eV: mean host weight 0.0516, height 1.954 eV, unaligned 2.254 eV
coupling 1.2 eV: mean host weight 0.1861, height 1.832 eV, unaligned 2.132 eV
ring 20 cells: eigenvalue minus removal-energy level 0.04156 (hopping units)
ring 40 cells: eigenvalue minus removal-energy level 0.02076 (hopping units)
ring 80 cells: eigenvalue minus removal-energy level 0.01038 (hopping units)
Au removal energy, PBE and PBE0: 9.529, 9.214 eV
Au highest eigenvalue, PBE and PBE0: -6.014, -6.691 eV
Au shift of total-energy level: 0.314 eV
Au shift of highest eigenvalue: -0.676 eV
height if defect had the Au level shift: 2.31 eV
temperature: 450 K; kT: 0.03878 eV
hole-emission Boltzmann reduction factor: 1.20e+10
cubic Madelung constant: 2.8373
charged cell edge: 1.3 nm
image energy at dielectric constant 10: 0.157 eV
image energy at dielectric constant 9: 0.175 eV
image-energy difference: 0.017 eV
rough linear lattice mismatch: 1 percent
rough gap deformation potential: -8 eV
gap-change scale from lattice mismatch: 0.24 eV
rough Varshni parameters: 0.9 meV/K, 800 K
gap narrowing from 0 K to 450 K: 0.15 eV
field: 1.0 MV/cm
Poole-Frenkel lowering: 0.25 eV
electron mass ratio: 0.2
triangular tunnelling distance: 14.0 nm
tunnelling exponent: 50.6
zero-field thermal exponent: 36.1
```
